# Weibull Slope of Oxide Breakdown in the Cell-Based Percolation Model

An oxide of area \(A\) and thickness \(t_{ox}\) is stressed at constant voltage. The stress creates defects, and the oxide breaks down when defects first link one electrode to the other. Divide the oxide into cubic cells of side \(a_0\), with \(t_{ox}\) a whole multiple of \(a_0\). There are then

\[
N=\frac{A}{a_0^2}\ \text{columns},\qquad n=\frac{t_{ox}}{a_0}\ \text{cells in each column}.
\]

Three assumptions define the model.

1. Defects fall independently and uniformly. The number in a cell is Poisson distributed with mean \(\lambda(t)=(t/\tau)^\alpha\), where \(\alpha\) is the defect-generation exponent and \(\tau\) a constant time.
2. A cell holding at least one defect is defective. Further defects in it change nothing.
3. Breakdown occurs when all \(n\) cells of any one column are defective.

Let \(F(t)\) be the fraction of devices failed by time \(t\). A Weibull law \(F=1-e^{-(t/\eta)^\beta}\) gives a straight line of slope \(\beta\) when \(W=\ln[-\ln(1-F)]\) is plotted against \(\ln t\). For any other distribution, \(\beta(t)=dW/d\ln t\) is a local slope.

## (a) Find the failure distribution. Is it a Weibull law?

**Solution.** A cell is free of defects with probability \(e^{-\lambda}\), so it is defective with probability

\[
p=1-e^{-\lambda}.
\]

The cells of a column are independent, so the column is complete with probability \(x=p^n\). Different columns share no cells and are therefore independent too. The device survives if none of its \(N\) columns is complete:

\[
1-F=(1-p^n)^N .
\]

Taking the logarithm, changing sign and taking the logarithm again gives

\[
W=\ln N+\ln\left[-\ln(1-p^n)\right].
\]

For \(n=1\), \(1-p=e^{-\lambda}\), so \(W=\ln N+\alpha\ln(t/\tau)\). This is a Weibull law at all times, with slope \(\alpha\). For \(n\ge2\), \(W\) is not linear in \(\ln t\), and a slope has to be quoted at a stated time or in a stated limit.

## (b) Find the local slope at any time, and its early and late limits.

**Solution.** Apply the chain rule through \(\lambda\), \(p\) and \(x\). The three logarithmic derivatives are

\[
\frac{d\ln\lambda}{d\ln t}=\alpha,\qquad
\frac{d\ln p}{d\ln\lambda}=\frac{\lambda e^{-\lambda}}{1-e^{-\lambda}}=\frac{\lambda}{e^\lambda-1},\qquad
\frac{d\ln x}{d\ln p}=n .
\]

Since \(d[-\ln(1-x)]/dx=1/(1-x)\), the last link is

\[
\frac{dW}{d\ln x}=\frac{x}{(1-x)[-\ln(1-x)]}.
\]

Their product is

\[
\beta(t)=\alpha n\,\frac{\lambda}{e^\lambda-1}\,
\frac{x}{(1-x)[-\ln(1-x)]}.
\]

*Early limit.* For small \(\lambda\), \(e^\lambda-1=\lambda(1+\lambda/2+\dots)\), so the first factor is \(1-\lambda/2+\dots\). For small \(x\), \(-\ln(1-x)=x(1+x/2+\dots)\), so the second is \(1/[(1-x)(1+x/2)]=1+x/2+\dots\). Both tend to one, and

\[
\beta\to\alpha n .
\]

The physical reason is that a sparse set of defects completes a given column with probability \(\lambda^n\propto t^{\alpha n}\). The column needs \(n\) independent events, and each has a probability that grows as \(t^\alpha\).

*Late limit.* For \(\lambda\gg1\), \(p^n\simeq1-ne^{-\lambda}\). Hence \(1-x\simeq ne^{-\lambda}\) and \(-\ln(1-x)\simeq\lambda-\ln n\). The general formula becomes

\[
\beta\simeq\alpha n\,\lambda e^{-\lambda}\,
\frac{1}{ne^{-\lambda}(\lambda-\ln n)}
=\frac{\alpha\lambda}{\lambda-\ln n}\to\alpha .
\]

A column now survives through a single remaining good cell, and the thickness drops out of the slope. The product \(\alpha n\) thus belongs to sparse defects.

## (c) When are defects sparse at breakdown? Find the scaling with area and failed fraction.

**Solution.** Take the time \(t_{63}\) at which \(F=1-1/e\), about 63 percent. There \(-N\ln(1-p^n)=1\), so

\[
p^n=1-e^{-1/N}\simeq\frac1N,\qquad
\lambda_{63}\simeq N^{-1/n}.
\]

The second result also uses \(p\simeq\lambda\). For \(n\ge2\), \(x\simeq1/N\) is negligible beside \(\lambda_{63}\), and the slope is

\[
\beta(t_{63})\simeq\alpha n\left(1-\tfrac12N^{-1/n}\right).
\]

The condition is therefore \(N^{-1/n}\ll1\), or \(\ln N\gg n\). A large \(N\) alone is not enough: a thick oxide needs a high defect density before any column is complete, and repeated hits on the same cell then matter.

If also \(n\lambda\ll1\), then \(p^n\simeq\lambda^n\) and \(-\ln(1-F)\simeq N(t/\tau)^{\alpha n}\). Solving for the time,

\[
t_F\simeq\tau\left[\frac{-\ln(1-F)}{N}\right]^{1/(\alpha n)} .
\]

At fixed thickness and stress this gives

\[
t_{63}\propto A^{-1/(\alpha n)},\qquad
\frac{t_F}{t_{63}}\simeq[-\ln(1-F)]^{1/(\alpha n)}.
\]

A small slope makes lifetime sensitive to area and puts the early failures far ahead of \(t_{63}\).

## (d) Evaluate the model for a 4 nm gate oxide.

Use rough values for a silicon dioxide capacitor: \(a_0=1\) nm, \(A=10^{-4}\) cm\(^2\), \(\alpha=0.4\), and a defect density of \(10^{17}\) cm\(^{-3}\) after 1 s at 10 MV/cm.

**Solution.** The area is \(10^{10}\) nm\(^2\), so \(N=10^{10}\), and \(n=4\). The limiting slope is \(0.4\times4=1.6\). At \(t_{63}\) the mean number of defects per cell is \(\lambda_{63}=3.167\times10^{-3}\), and the local slope is 1.5975, lower than 1.6 by 0.16 percent.

A cell has volume \(10^{-21}\) cm\(^3\). The critical density is therefore \(3.17\times10^{18}\) cm\(^{-3}\), or \(1.27\times10^{12}\) cm\(^{-2}\) when multiplied by the thickness. After 1 s, \(\lambda=10^{-4}\), so

\[
t_{63}=\left(\frac{3.167\times10^{-3}}{10^{-4}}\right)^{1/0.4}\text{s}
\simeq5650\ \text{s}\simeq1.57\ \text{h}.
\]

For 100 failures per million the scaling law gives 17.85 s, and the full distribution gives 17.79 s. Increasing the area a hundredfold multiplies \(t_{63}\) by \(100^{-1/1.6}=0.0562\), against 0.0561 from the full distribution.

At the same area and \(\alpha\), other thicknesses give:

| \(n\) | \(\lambda_{63}\) | \(\alpha n\) | \(\beta(t_{63})\) |
|---:|---:|---:|---:|
| 2 | 0.000010 | 0.80 | 0.80 |
| 8 | 0.058 | 3.20 | 3.11 |
| 12 | 0.159 | 4.80 | 4.43 |

With \(n=4\) but \(N=10^4\), a device 100 nm on a side, \(\lambda_{63}=0.105\) and the slope is 1.52. The proportionality to \(n\) weakens just where \(N^{-1/n}\) ceases to be small.

A direct simulation threw defects one at a time into 2000 columns until one column filled, for 2500 devices at each thickness. The fitted slopes were 0.819, 1.186 and 1.516 for \(n=2,3,4\). The local formula at \(t_{63}\) gives 0.791, 1.151 and 1.474. The fits lie 3.5, 3.0 and 2.8 percent higher, near two standard errors each. Most of this is sampling scatter: averaged over many samples of 2500 drawn from the distribution of part (a), the fitted slopes are 0.792, 1.153 and 1.481. They distinguish \(n\) from \(n\pm1\), but do not resolve a correction of a few percent.

## (e) Let the path bend. Does the slope still count the cells through the thickness?

Consider two rules: defective cells connect through shared faces, or through faces, edges and corners. Find the first correction in \(p\) for \(n\ge3\).

**Solution.** A path must occupy each of the \(n\) layers, so fewer than \(n\) defective cells cannot span the oxide. For a wide device write

\[
\frac{-\ln(1-F)}{N}=m\,p^n(1+cp+\dots),
\]

where \(m\) counts the \(n\)-cell paths per column. To find \(c\), apply inclusion–exclusion to the minimal spanning sets, those that no longer span if any cell is removed. At order \(p^{n+1}\), add the minimal sets of \(n+1\) cells and subtract the pairs of \(n\)-cell paths whose union has \(n+1\) cells. Such a union has two cells in one layer and one in each other layer, so it contains at most two \(n\)-cell paths and no triple term arises. Replacing \(F\) by \(-\ln(1-F)\) on a fixed patch adds terms of order \(p^{2n}\), which are higher still.

*Faces.* The \(n\)-cell paths are the straight columns, so \(m=1\). A path of \(n+1\) cells makes one sideways step, in any of 4 directions, in one of the \(n-2\) interior layers. A step in an end layer is superfluous. Two straight columns share no cell, so nothing is subtracted:

\[
c=4(n-2).
\]

*Faces, edges and corners.* Each cell touches 9 cells in the next layer, so \(m=9^{n-1}\). Let an interior layer hold two cells \(u,v\), with \(a\) the path cell below and \(b\) the one above. In a new minimal path \(a\) touches \(u\), \(u\) touches \(v\), and \(v\) touches \(b\), but \(a\) does not touch \(v\) and \(u\) does not touch \(b\).

- If \(u,v\) share a face, there are 3 positions for \(a\) and 3 for \(b\). The 4 directions give \(4\times9=36\).
- If they touch diagonally, there are 5 positions for each, giving \(4\times25=100\).

The sum is 136. Next count the double paths, where both \(u\) and \(v\) touch both \(a\) and \(b\). If \(b\) is displaced sideways from \(a\) by \((i,j)\) cells, they have \(k=(3-|i|)(3-|j|)\) common neighbours in the middle layer, with \(i,j=-2,\dots,2\). Because \(\sum_i(3-|i|)=9\) and \(\sum_i(3-|i|)^2=19\),

\[
\sum_{i,j}\frac{k(k-1)}2=\frac{19^2-9^2}{2}=140 .
\]

The other \(n-3\) interfaces supply \(9^{n-3}\) in both counts. Each interior layer thus contributes \((136-140)9^{n-3}\), or \(-4/81\) relative to \(m\).

In an end layer, any of the \(9\times8/2=36\) pairs touching the next path cell makes a double path. The remaining \(n-2\) interfaces give \(36\times9^{n-2}=4\times9^{n-1}\). Two end layers contribute \(-8\) relative to \(m\), and

\[
c=-8-\frac{4(n-2)}{81}.
\]

Explicit connectivity searches on periodic lattices 5 cells wide, for \(n=3\) and 4, reproduced \(m\) and \(c\) for both rules.

Differentiating the expansion, with \(d\ln(1+cp)/d\ln p=cp/(1+cp)\), gives to this order

\[
\beta=\alpha\left[n+\frac{cp}{1+cp}\right]\frac{\lambda}{e^\lambda-1}.
\]

The expansion needs \(|c|p\ll1\). For face contact \(c\) grows with \(n\), so in a thick oxide this is stricter than \(p\ll1\). The limit remains \(\alpha n\). In the example, face contact has \(c=8\), slope 1.607 and \(t_{63}\simeq5560\) s. Including edges and corners gives \(m=729\), \(c\simeq-8.10\), slope 1.598 and \(t_{63}\simeq92\) s. The lifetime falls by a factor of 62, close to \(729^{1/1.6}\), at the same generation rate and cell size. In this example the contact rule barely changes the slope, but it changes the lifetime greatly.

## (f) Add initial defects and then, separately, rough interfaces.

**Solution.** *Initial defects.* Let the unstressed oxide have \(\lambda_0\) defects per cell, so that \(\lambda=\lambda_0+(t/\tau)^\alpha\). Then

\[
\frac{d\ln\lambda}{d\ln t}
=\frac{\alpha(t/\tau)^\alpha}{\lambda}
=\alpha\left(1-\frac{\lambda_0}{\lambda}\right).
\]

The slope is multiplied by the last bracket. An assumed initial density of \(10^{17}\) cm\(^{-3}\) means \(\lambda_0=10^{-4}\), or 3.2 percent of \(\lambda_{63}\). The slope at \(t_{63}\) falls from 1.5975 to 1.547. Early failures are affected far more: at 100 failures per million \(\lambda\simeq3.17\times10^{-4}\), the bracket is 0.68, and the slope is only 1.09.

*Roughness within a device.* Let the local number of cells \(s\) be Gaussian with mean \(n\) and standard deviation \(\sigma\). Non-integer \(s\) is an interpolation of the cell model. The same \(\lambda\) is used in every column, which leaves out the higher field, and so the faster defect generation, where the oxide is thin. For sparse defects, \(-\ln(1-F)\) is the sum of \(\lambda^s\) over columns. With \(y=\ln\lambda\), completing the square in the Gaussian average gives

\[
N\langle e^{sy}\rangle=N\exp\left(ny+\tfrac12\sigma^2y^2\right),
\qquad
\beta=\alpha(n+\sigma^2y).
\]

Since \(y<0\), the slope falls: thin places carry more than their share of the failures. At \(t_{63}\) the exponent satisfies \(\ln N+ny+\sigma^2y^2/2=0\). The root that joins smoothly to \(y=-\ln N/n\) as \(\sigma\to0\) has \(n+\sigma^2y=\sqrt{n^2-2\sigma^2\ln N}\), hence

\[
\beta=\alpha\sqrt{n^2-2\sigma^2\ln N}.
\]

For 0.15 nm rms roughness, \(\sigma=0.15\), and \(\beta=0.4\sqrt{16-1.036}=1.547\). This needs \(2\sigma^2\ln N\ll n^2\); far outside that range the Gaussian tail would supply unphysically thin columns.

## (g) Estimate the effects of thickness spread between devices and of trapped charge.

Assume now that defect generation follows injected charge \(Q\), with \(\lambda\propto Q^\alpha\), and that the current is governed by tunnelling through a triangular barrier.

**Solution.** For barrier height \(\phi\), mass \(m_t\) and field \(E\), the tunnelling exponent is

\[
\frac2\hbar\int_0^{\phi/(eE)}\sqrt{2m_t(\phi-eEz)}\,dz
=\frac{4\sqrt{2m_t}\,\phi^{3/2}}{3e\hbar E}\equiv\frac BE ,
\]

because \(u=eEz/\phi\) turns the integral into \(\int_0^1\sqrt{1-u}\,du=2/3\). With the rough values \(\phi=3.1\) eV and \(m_t=0.42\,m_e\), \(B\simeq242\) MV/cm and \(B/E\simeq24.2\) at 10 MV/cm. The electron leaves the barrier after 3.1 nm, inside the 4 nm oxide, so the triangular shape is consistent. The prefactor, image force and temperature dependence of the current are neglected.

*Thickness spread.* At fixed voltage \(E\propto1/t_{ox}\), so \(B/E\) grows in proportion to thickness. The time to inject a given charge has logarithmic sensitivity \(B/E=24.2\). The critical defect density also changes: from \(\lambda_{63}\simeq N^{-1/n}\),

\[
\frac1\alpha\frac{d\ln\lambda_{63}}{d\ln n}
=\frac{\ln N}{\alpha n}=\frac{23.03}{1.6}=14.4 .
\]

The sum is 38.6. A thickness spread of 1 percent rms between devices therefore gives an rms spread of 0.386 in \(\ln t_{63}\).

For a Weibull law, \(u=(t/\eta)^\beta\) has density \(e^{-u}\), and \(\ln t=\ln\eta+(\ln u)/\beta\). Since \(\langle u^q\rangle=\Gamma(1+q)\), the variance of \(\ln u\) is the second derivative of \(\ln\Gamma(1+q)\) at \(q=0\), which is \(\pi^2/6\). Adding the independent variances and converting back to an equivalent slope,

\[
\beta_{eq}=\left[\frac{\pi^2/6}{(\pi^2/6)/1.6^2+0.386^2}\right]^{1/2}\simeq1.44 .
\]

The mixture is no longer a Weibull law; this slope matches its variance, not every percentile. Its local slope is about 1.35 near 63 percent failed but still about 1.6 near 0.2 percent, and a maximum-likelihood Weibull fit gives about 1.33. Non-integer \(n\) is again an interpolation of the cell model.

*Trapped charge.* Suppose every defect holds one electron and the charge is uniform through the thickness. With areal density \(N_t\), the field changes by \(eN_t/\varepsilon\) from cathode to anode. Fixed voltage fixes the mean field, so the cathode field falls by half that amount:

\[
\Delta E=\frac{eN_t}{2\varepsilon}\simeq0.294\ \text{MV/cm}
\]

at the critical density, for relative permittivity 3.9. Using the cathode field over the whole barrier overstates the effect, since the field recovers towards the anode. The logarithm of the current then falls by \(K=B/(E-\Delta E)-B/E=0.732\).

Let \(q=Q/Q_{63}\), and take the fall as proportional to the defect number, so \(J=J_0e^{-Kq^\alpha}\). From \(dt=dQ/J\),

\[
t=\frac{Q_{63}}{J_0}\int_0^q e^{Kv^\alpha}dv,\qquad
\left.\frac{d\ln q}{d\ln t}\right|_{q=1}
=e^{-K}\int_0^1e^{Kv^\alpha}dv\simeq0.82 .
\]

The slope in time is \(1.6\times0.82\simeq1.31\), while the slope in charge stays 1.6.

The overstatement is large, because the barrier fills 3.1 of the 4 nm. At depth \(z\) the charge reduces the potential drop by \(e\Delta E\,z(1-z/t_{ox})\), not by \(e\Delta E\,z\). To first order in \(\Delta E\), the bracket multiplies \(K\) by

\[
1-\frac{3.1}{4}\,\frac{\int_0^1 u^2(1-u)^{-1/2}du}{\int_0^1 u(1-u)^{-1/2}du}
=1-\frac{3.1}{4}\times\frac45=0.38 .
\]

The factor applies to the first-order value \(K=B\Delta E/E^2=0.710\). This leaves \(K\simeq0.27\) and a slope in time of about 1.48. Data plotted against time and against charge must not be compared without this conversion.

## (h) What does the result say about a real oxide?

**Solution.** The example describes accelerated stress of a silicon dioxide gate a few nanometres thick. The slope of 1.6 is not an independent prediction: \(a_0\) and \(\alpha\) are effective parameters, and the slope alone fixes only \(\alpha/a_0\) at known thickness. The calculated 1.57 h depends strongly on the assumed initial generation rate and contact rule, and is not a forecast for a product.

Real devices break the assumptions of identical thickness and steady current. For the values used here, a 1 percent thickness spread lowers the variance-based slope by about 10 percent relative to 1.6. Full trapping lowers the slope in time by about 7 percent, or by 18 percent if the cathode field is used across the whole barrier. Initial defects cost about 3 percent at \(t_{63}\), but about 32 percent at 100 failures per million. Roughness also costs about 3 percent if defects are generated at the same rate everywhere, but about 8 percent if the local rate follows the tunnelling exponent of part (g). In that case \(\ln\lambda(s)=y-k(s-n)\) with \(k=\alpha B/(nE)=2.42\). Completing the square as in part (f) gives \(\beta=\alpha[n+(y-kn)/(\sigma^{-2}+2k)]\), and with \(y\simeq-6.4\) at \(t_{63}\) this is about 1.47. These effects were evaluated one at a time and need not add. A temperature change that alters \(\tau\) alone shifts the line along \(\ln t\) without changing its slope; a change in \(\alpha\) changes the slope in proportion.

Reading a slope as \(\alpha t_{ox}/a_0\) thus requires sparse defects at breakdown, few of them present before stress, independent generation, a known exponent in the plotted variable, and device variations small enough not to set the width of the distribution. The numerical output gives most of these values to more digits.

## Numbers as computed

```
Simulation: 2000 columns, 2500 devices per case
  n=2: fitted slope 0.819, finite-lam slope 0.791, alpha*n 0.800
  n=3: fitted slope 1.186, finite-lam slope 1.151, alpha*n 1.200
  n=4: fitted slope 1.516, finite-lam slope 1.474, alpha*n 1.600
Defect-generation exponent alpha: 0.40
Oxide thickness: 4.0 nm; cell side: 1.0 nm
Cells per column n: 4
Area: 1.0e-04 cm2; columns N: 1.000e+10
Defect density after 1 s: 1.00e+17 cm^-3
Mean defects per cell after 1 s: 1.000e-04
Mean defects per cell at t63: 3.1673e-03
Limiting slope alpha*n: 1.6000
Local slope at t63: 1.5975
Critical defect density: 3.167e+18 cm^-3
Critical areal defect density: 1.267e+12 cm^-2
t63: 5645.7 s = 1.568 h
Time to 100 ppm failures: 17.79 s; Weibull law: 17.85 s
t63 ratio for 100 times the area: 0.05608; power law: 0.05623
Same area, n=2: lam63 1.000e-05, slope 0.8000, alpha*n 0.8000
Same area, n=8: lam63 5.788e-02, slope 3.1083, alpha*n 3.2000
Same area, n=12: lam63 1.587e-01, slope 4.4291, alpha*n 4.8000
Small device, N=10000: lam63 0.1054, slope 1.5173
Face contact: m=1, c=8.0000, slope 1.6073, t63 5558.64 s
Face, edge and corner contact: m=729, c=-8.0988, slope 1.5975, t63 91.72 s
Lifetime reduction by all contacts: factor 61.6
Initial defect density: 1.0e+17 cm^-3; slope 1.5470
Roughness inside device: 0.15 nm rms; slope 1.5473
Applied field: 10.0 MV/cm; oxide voltage: 4.00 V
Barrier: 3.1 eV; tunnelling mass: 0.42 m_e
Tunnelling constant B: 241.6 MV/cm; B/field: 24.16
Tunnelling exit distance: 3.10 nm
Device thickness spread: 1.0 percent rms
Sensitivity d ln t63/d ln thickness: 38.58
Resulting rms spread of ln t63: 0.386
Variance-based slope with device spread: 1.4417
Cathode field drop, all defects charged: 0.294 MV/cm
Fall of ln(current) at breakdown: 0.732
d ln(charge)/d ln(time) at breakdown: 0.8209
Slope in time with full trapping: 1.3134
```
